# Filtering the Nuclear Force in Quantum Monte Carlo: Bias and Variance

A Monte Carlo run is to supply the force on a nucleus, perhaps to decide whether a bond should lengthen. Before the samples are spent, two numbers must be chosen: a radius $R$ around the nucleus and the order $M$ of a polynomial used inside it. A small $R$ leaves a noisy force; a large $R$ with a low $M$ leaves a wrong one, with a small error bar that gives no warning. The choice requires the size of both errors.

## What the direct estimator does wrong

Atomic units are used. Put the nucleus, of charge $Z$ and position $\mathbf X$, at the origin after differentiation. For a normalized eigenstate, the derivative of the energy is the expectation value of the derivative of the Hamiltonian. The attraction of one electron is $-Z/|\mathbf r-\mathbf X|$, so the force operator is

$$
-\nabla_{\mathbf X}\left(-\frac{Z}{|\mathbf r-\mathbf X|}\right)
=Z\frac{\mathbf r-\mathbf X}{|\mathbf r-\mathbf X|^3}.
$$

Its component along a chosen axis, with $\theta$ the angle from that axis, is $K=Z\cos\theta/r^2$. It is positive when the electron lies on the positive side and pulls the nucleus there. With $\rho$ normalized to the number of electrons, the electronic force is

$$
F=Z\int\rho(\mathbf r)\frac{\cos\theta}{r^2}\,d^3r .
$$

The repulsion between nuclei is added separately. The mean exists, because the volume element $r^2dr\,d\Omega$ cancels $1/r^2$. The second moment does not. Define $q(r)=\int\rho\cos^2\theta\,d\Omega$, which tends to $(4\pi/3)\rho(0)$ at the nucleus. The part of the second moment outside a small radius $\epsilon$ is

$$
Z^2\int_\epsilon^\infty\frac{q(r)}{r^2}dr
\simeq\frac{4\pi}{3}\frac{Z^2\rho(0)}{\epsilon},
$$

which diverges as $\epsilon\to0$. The usual error bar then has no limit to converge to.

For one electron and $Z=1$ the tail follows directly. The condition $|K|>t$ means $r<\sqrt{|\cos\theta|/t}$. Near the nucleus the spherical density is $\rho(0)(1-2r)$ to first order; the term odd in $\cos\theta$ drops out, since the condition involves $|\cos\theta|$. Integrating over $r$ gives

$$
P(|K|>t)\simeq\rho(0)\int d\Omega\left[\frac{|\cos\theta|^{3/2}}{3t^{3/2}}-\frac{\cos^2\theta}{2t^2}\right]
=\rho(0)\left[\frac{8\pi}{15t^{3/2}}-\frac{2\pi}{3t^2}\right].
$$

The largest of $N$ samples has a size set by $NP\sim1$, hence of order $N^{2/3}$. Alone it shifts the mean by order $N^{-1/3}$, more than the usual $N^{-1/2}$.

Discarding the samples with $r<R$ would cure the variance, but it would also discard real force. The remedy must separate the force near the nucleus from the noise there.

## What carries the force

Do the angular integral first:

$$
F=Z\int_0^\infty f(r)\,dr,\qquad f(r)=\int\rho\cos\theta\,d\Omega .
$$

Since $\cos\theta$ is an $l=1$ harmonic, orthogonality removes every other angular component of $\rho$. This remains true if the kernel is multiplied by any function of $r$ that keeps the integrals finite. The $l=0$ density, which causes the divergence, contributes nothing to the mean.

The function $f$ is also simple near the nucleus. For one electron, write a radial component as $r^l(1+\alpha r+\dots)$. At order $r^{l-1}$ the Schrödinger equation reads

$$
-\tfrac12\alpha\left[(l+1)l+2(l+1)-l(l+1)\right]-Z=0,
\qquad \alpha=-\frac{Z}{l+1}.
$$

The potential of the other nuclei is smooth here and enters at higher order. A real orbital is therefore

$$
\psi=s_0(1-Zr+\dots)+p_0r\cos\theta\left(1-\tfrac12Zr+\dots\right)+\dots
$$

The $l=1$ part of $\psi^2$ comes first from the cross term, and $\int\cos^2\theta\,d\Omega=4\pi/3$, so

$$
f(r)=\frac{8\pi}{3}s_0p_0\,r\left(1-\tfrac32Zr+\dots\right)=a_1r+a_2r^2+\dots,
\qquad a_2=-\tfrac32Za_1 .
$$

For many electrons, a power expansion of $f$ through the order used below is an assumption. The radius $R$ must stay below the distance to the next nucleus, where another cusp enters.

## Fitting the force density and obtaining a kernel

In the Chiesa-Ceperley-Zhang scheme the fitted quantity is $f$, not the function $1/r^2$. With $x=r/R$, approximate $f$ inside the sphere by $\sum_{k=1}^M\alpha_kx^k$. There is no constant term, because $f(0)=0$. Minimize

$$
\chi^2=\int_0^1x^m\left[f-\sum_{k=1}^M\alpha_kx^k\right]^2dx,
$$

with integer $m\ge0$. Setting the derivatives with respect to $\alpha_k$ to zero gives

$$
\sum_lS_{kl}\alpha_l=h_k,\quad
S_{kl}=\frac1{m+k+l+1},\quad
h_k=\int_0^1x^{m+k}f\,dx .
$$

The fitted inner force is $ZR\sum_kb_k\alpha_k$ with $b_k=\int_0^1x^kdx=1/(k+1)$. The matrix $S$ is symmetric and, as a Gram matrix of independent powers, invertible. Let $c$ solve $Sc=b$. Then $b^TS^{-1}h=c^Th$, and

$$
F_{\rm in}=ZR\sum_kc_kh_k=Z\int_0^RG(r/R)f(r)\,dr,
\qquad G(x)=\sum_{k=1}^Mc_kx^{m+k}.
$$

No histogram or fit is needed during the run. Each electron inside the sphere is scored with $Z\cos\theta\,G(r/R)/r^2$, and each one outside with the bare kernel. The lowest power in the new radial factor is $r^{m-1}$, so $1/r^2$ has become a polynomial for $m\ge1$. For $m=0$ a $1/r$ term remains, but the variance is finite.

## The coefficients

The equations $Sc=b$ state that $G$ and $1$ share $M$ moments:

$$
\int_0^1(G-1)x^k\,dx=0,\qquad k=1,\dots,M.
$$

Consider the moment as a function of a continuous exponent,

$$
I(s)=\sum_{l=1}^M\frac{c_l}{s+m+l+1}-\frac1{s+1}.
$$

Over a common denominator its numerator has degree at most $M$, and it vanishes at $s=1,\dots,M$. Therefore

$$
I(s)=C\,\frac{\prod_{j=1}^M(s-j)}{(s+1)\prod_{l=1}^M(s+m+l+1)} .
$$

The residue at $s=-1$ must be $-1$. There the numerator product is $(-1)^M(M+1)!$ and the remaining denominator is $(m+M)!/m!$, so

$$
C=(-1)^{M+1}\frac{(m+M)!}{m!(M+1)!}.
$$

The residue at $s=-(m+k+1)$ is $c_k$. At that point the three factors are

$$
\prod_j(s-j)=(-1)^M\frac{(m+M+k+1)!}{(m+k+1)!},\qquad s+1=-(m+k),
$$

$$
\prod_{l\ne k}(l-k)=(-1)^{k-1}(k-1)!(M-k)! .
$$

The signs combine to $(-1)^{k-1}$, and

$$
c_k=\frac{(-1)^{k-1}(m+M)!\,(m+M+k+1)!}
{m!(M+1)!(m+k+1)!(m+k)(k-1)!(M-k)!}.
$$

For $m=2$ this gives $G=\frac52x^3$ at $M=1$, $G=20x^3-21x^4$ at $M=2$, and $G=\frac{175}{2}x^3-210x^4+126x^5$ at $M=3$. The second can be checked by hand: its moment with $x$ is $20/5-21/6=1/2$ and with $x^2$ it is $20/6-21/7=1/3$. It has $G(1)=-1$, so the kernel jumps at $R$. Nothing in the derivation requires continuity there.

## The bias

The filtered mean minus the true mean is

$$
\Delta=Z\int_0^R(G-1)f\,dr=Z\sum_{n\ge1}a_nR^{n+1}I(n).
$$

The terms $n=1,\dots,M$ vanish. The first survivor is $\Delta\simeq Za_{M+1}B\,R^{M+2}$ with $B=I(M+1)$. In the product formula the numerator is then $M!$, and the last product is $(2M+m+2)!/(M+m+2)!$, so

$$
B=(-1)^{M+1}\frac{(m+M)!\,(m+M+2)!}{m!(M+1)(M+2)(2M+m+2)!}.
$$

For $m=2$ and $M=1,2,3$, $B$ is $1/12$, $-1/56$ and $1/240$.

A density without a cusp is a separate case. If $\rho$ is analytic in the Cartesian coordinates, as for a finite sum of Gaussian orbitals, its $l=1$ part is $r$ times a series in $r^2$. Then $a_2=0$, and the $M=1$ bias begins at $R^4$, with $I(3)=\frac52\cdot\frac17-\frac14=\frac3{28}$ for $m=2$. This order holds only for radii well inside the width of the tightest Gaussian. Farther out the basis imitates the cusp: for H$_2^+$ at 1.5 bohr in the cc-pV5Z basis, the $M=1$ bias grows as $R^{3.8}$ between 0.02 and 0.04 bohr but about as $R^3$ from 0.06 to 0.24 bohr. The order of the bias thus depends on the density sampled and on the radius.

## The variance and the choice of weight

For small $R$, replace $q$ near the nucleus by its central value. The inner and outer regions give

$$
\operatorname{Var}\simeq\frac AR,\qquad
A=\frac{4\pi}{3}Z^2\rho(0)(1+V),\qquad
V=\int_0^1\frac{G^2}{x^2}dx .
$$

The $1$ comes from $\int_R^\infty dr/r^2=1/R$. The cusp adds a term in $\ln R$, and there is a constant that includes $-F^2$; both are smaller than $1/R$ as $R\to0$. With several electrons, products of kernels for two different electrons have finite integrals if the pair density is bounded, so they do not change this leading term.

To find the weight with the least noise, minimize $V$ over all functions $G$ with the required $M$ moments. With Lagrange multipliers, stationarity gives $G/x^2=\sum_k\lambda_kx^k$, which is the filter with $m=2$. It is a minimum: add a function $\delta$ whose $M$ moments vanish. The cross term $2\int G\delta/x^2\,dx=2\sum_k\lambda_k\int x^k\delta\,dx$ is zero, while $\int\delta^2/x^2\,dx$ is not negative. The statistical reason is that a thin shell yields $f$ with variance proportional to $1/r^2$, and a least-squares fit should weight data by inverse variance.

At $m=2$, one factor $G/x^2$ equals $\sum_kc_kx^k$. The moment conditions then give $V=\sum_kc_k/(k+1)$. The definition of $I$ at $s=-2$ gives $I(-2)=V+1$, and its product form gives

$$
1+V=\frac{C(-1)^M(M+2)!/2}{-(M+1)!}=\frac{(M+2)^2}{4},
$$

because $C=(-1)^{M+1}(M+2)/2$. Raising $M$ at fixed, sufficiently small $R$ therefore increases the standard deviation in proportion to $M+2$.

Minimum variance at given $R$ is not the same as minimum total error. For $M=2$, going from $m=2$ to $m=1$ raises $1+V$ from 4.00 to 4.33 but lowers $|B|$ from 0.0179 to 0.0119.

## Balancing the two errors

For $N$ independent samples and $b=Za_{M+1}B\ne0$, the leading mean squared error is

$$
\mathcal E(R)=b^2R^{2M+4}+\frac A{RN}.
$$

Setting its derivative to zero gives $(2M+4)b^2R^{2M+3}=A/(R^2N)$, hence

$$
R_{\rm opt}=\left[\frac A{(2M+4)b^2N}\right]^{1/(2M+5)} .
$$

At this radius the squared bias is $1/(2M+4)$ of the statistical term. The root mean squared error falls as $N^{-(M+2)/(2M+5)}$: as $N^{-3/7}$ for $M=1$, and closer to $N^{-1/2}$ for larger $M$. If $R$ is held fixed instead, a nonzero bias eventually dominates.

Inserting $R_{\rm opt}$ shows that $\mathcal E$ scales as $|B|^{2/(2M+5)}(1+V)^{(2M+4)/(2M+5)}$. For $M=2$ this factor is 1.40 at $m=2$ and 1.38 at $m=1$. In this limit $m=1$ is better by about 2% in squared error, a small gain that need not survive at finite $N$: in the molecular example below, with $M=2$ and one million samples, the best total error is $2.20\times10^{-3}$ hartree/bohr for $m=2$ and $2.22\times10^{-3}$ for $m=1$. The value $m=2$ is kept below.

## A molecule with a known force

The ground state of H$_2^+$ at a bond length of 1.5 bohr shows the sizes involved. The nuclei are clamped points, the electron is nonrelativistic, and the wavefunction is expanded in a converged finite basis. The force is taken on one nucleus, positive toward the other.

The density gives $F=0.34135$ hartree/bohr, in agreement with a finite-difference derivative of the electronic energy. Nuclear repulsion contributes $-1/1.5^2=-0.44444$, so the net force is $-0.1031$ hartree/bohr, or $-5.30$ eV/Å: the bond tends to lengthen. Because of this cancellation, a given error is 3.3 times larger relative to the net force than to $F$.

Near the nucleus $\rho(0)=0.2789$ bohr$^{-3}$, and $a_1,\dots,a_4$ are $0.925,-1.387,1.011,-0.378$ in atomic units. Their signs alternate, as do those of $B$, so the leading bias is negative for $M=1,2,3$.

At $R=0.3$ bohr, discarding the inner samples costs $-0.0310$ hartree/bohr, 9% of $F$. The filters do better, at a price in the standard deviation $\sigma$ of one sample (both in hartree/bohr):

| $M$ | bias | $\sigma$ |
|---|---:|---:|
| 1 | $-2.3\times10^{-3}$ | 2.03 |
| 2 | $-1.2\times10^{-4}$ | 3.07 |
| 3 | $-3.6\times10^{-6}$ | 4.11 |

From $M=1$ to $M=2$, $\sigma$ grows by 1.51, not by the limiting ratio $4/3$. This radius is not yet in the small-$R$ regime: for $M=1$, $A/R=2.63/0.3=8.8$, while the actual variance is $2.03^2=4.1$.

For one million samples and $M=1$, $b=-1.387/12=-0.1156$ and $A=(4\pi/3)(0.2789)(9/4)=2.63$, so

$$
R_{\rm opt}=\left[\frac{2.63}{6(0.1156)^2\,10^6}\right]^{1/7}=0.229\ \text{bohr}.
$$

The full bias and variance curves, on a grid of 0.01 bohr, put the minimum at 0.24 bohr. For $M=1$ the radius scales as $A^{1/7}|b|^{-2/7}$ and the root mean squared error as $A^{3/7}|b|^{1/7}$. The radius is therefore little affected by the fact that $A/R$ overestimates the variance at these radii: the true variance alone would move it down to 0.222 bohr, and it ends at 0.24 bohr because the true bias there is also about 20% smaller than its leading term. The error is affected much more: the leading formula gives $\sqrt{(7/6)(2.63)/(0.229\times10^6)}=3.7\times10^{-3}$ hartree/bohr, well above the value from the full curves. For $M=1,2,3$ the best radii are 0.24, 0.53 and 0.95 bohr, with total errors of 2.7, 2.2 and $1.9\times10^{-3}$ hartree/bohr. A higher order pays here because it permits a larger sphere, not because it is quieter in the same one.

Two million independent samples show the danger of a large sphere. With $M=1$ and $R=1$ bohr the mean is $0.2963\pm0.0004$ hartree/bohr. It agrees within this error with the predicted biased value, 0.29625, and misses $F$ by about 100 standard errors. With $M=2$ the bias at this radius falls from $-0.045$ to $-0.008$.

The bare estimator on the same samples has 814 values above 100 hartree/bohr in magnitude; the two-term tail formula predicts 818 and full quadrature of the density 827, with a counting noise of about $\sqrt{818}\approx29$. Its largest value is 8151, which alone supplies $8151^2/(2\times10^6)=33$ of the apparent variance $11.6^2=135$.

## Using the filter when the answer is unknown

Score several pairs $(R,M)$ on the same samples, and take error bars of their differences from the paired values. A drift with $R$ that exceeds its paired error reveals bias; agreement within noise bounds only the difference of the two biases. Kernels of different order can share a bias: in the example, $M=1$ at 0.24 bohr and $M=2$ at 0.6 bohr have biases of $-1.3$ and $-1.4\times10^{-3}$ hartree/bohr. At fixed $M$, where the bias scales as $R^{M+2}$, the difference between radii $R$ and $R/2$ is the fraction $1-2^{-(M+2)}$ of the bias at $R$, so that comparison bounds the bias to about the paired noise. The bound is not tight: in the example, at the best radii for one million samples, this paired noise exceeds both the error bar at $R$ and the bias, which therefore goes undetected. For correlated samples, $N$ becomes an effective number, found separately for each kernel.

The filter estimates the force integral of whatever density is sampled. It does not correct an approximate wavefunction, supply the missing derivative terms of its energy, or turn the mixed distribution of diffusion Monte Carlo into the ground-state density. Those errors remain when $R\to0$.

## Values computed for the example and the checks

```
H2+ bond length D = 1.50 bohr
electronic energy = -1.24898987 hartree
electronic force from density = 0.34134689 hartree/bohr
electronic force from dE/dD = 0.34134689 hartree/bohr
net force on A toward B = -0.103098 hartree/bohr = -5.3015 eV/angstrom
density at A = 0.278931 bohr^-3
Taylor a1..a4 of f (atomic units) = 0.92496 -1.38745 1.01125 -0.37828
a2/a1 = -1.500002 bohr^-1
M=1, m=2: c_k = 5/2 ; B = 1/12; 1+V = 9/4
M=2, m=2: c_k = 20, -21 ; B = -1/56; 1+V = 4
M=3, m=2: c_k = 175/2, -210, 126 ; B = 1/240; 1+V = 25/4
M=2, m=0: B = -0.005556, 1+V = 7.3704 (no unit)
M=2, m=1: B = -0.011905, 1+V = 4.3333 (no unit)
M=2, m=2: B = -0.017857, 1+V = 4.0000 (no unit)
M=2, m=3: B = -0.023148, 1+V = 4.1975 (no unit)
M=2, m=4: B = -0.027778, 1+V = 4.7172 (no unit)
Quadrature, m=2: R (bohr), M, bias (hartree/bohr), one-sample sigma (hartree/bohr)
  0.1  1  -1.052e-04  4.3804
  0.1  2  -1.680e-06  6.1603
  0.1  3  -1.575e-08  7.9291
  0.3  1  -2.347e-03  2.0340
  0.3  2  -1.162e-04  3.0657
  0.3  3  -3.638e-06  4.1061
  0.6  1  -1.409e-02  1.0956
  0.6  2  -1.433e-03  1.7985
  0.6  3  -1.004e-04  2.5317
  1.0  1  -4.510e-02  0.6180
  1.0  2  -7.599e-03  1.1197
  1.0  3  -9.949e-04  1.6709
bias if r<0.3 bohr is discarded = -0.03100 hartree/bohr
Best R on grid 0.05 to 1.40 bohr, N = 1000000 (errors in hartree/bohr)
  M=1: R=0.24 bohr, bias=-1.27e-03, stat=2.42e-03, rms=2.73e-03, bias zero: none
  M=2: R=0.53 bohr, bias=-9.29e-04, stat=1.99e-03, rms=2.20e-03, bias zero: none
  M=3: R=0.95 bohr, bias=-7.97e-04, stat=1.75e-03, rms=1.92e-03, bias zero: none
small-R law for M=1, N=1000000: R = 0.229 bohr
M=1, N=1e+14: R numeric = 0.01651 bohr, law = 0.01646 bohr
Monte Carlo with 2000000 samples, m=2 (hartree/bohr)
  R=0.3 bohr, M=1: mean=0.34128 +- 0.00144, predicted=0.33900, sigma=2.0388
  R=0.3 bohr, M=2: mean=0.34365 +- 0.00217, predicted=0.34123, sigma=3.0851
  R=1.0 bohr, M=1: mean=0.29631 +- 0.00044, predicted=0.29625, sigma=0.6176
  R=1.0 bohr, M=2: mean=0.33412 +- 0.00079, predicted=0.33375, sigma=1.1202
bare samples above 100 hartree/bohr: 814, predicted 817.9
bare: largest |sample| = 8151.2, apparent sigma = 11.632 hartree/bohr
```
